# Radiative lifetime of the second heavy-mass subband in silicon inversion layers

In a silicon inversion layer with a surface field of 0.1 MV/cm, an electron in the second heavy-mass subband lies 28.1 meV above the first. If it could decay only by emitting photons into uniform silicon, it would stay there for about 31 µs. In that time the radiation at the transition frequency runs through some $2\times10^{8}$ cycles, although the electron has a strong dipole, about one nanometre long. Why is the emission so slow, and how far can the number be trusted in a real transistor?

## A back-of-envelope estimate

Let $z$ be the depth below the oxide, $-e$ the electron charge and $eFz$ the potential energy that presses the electron against the interface. On a (100) surface two of the six conduction valleys have their long axis along $z$. Their normal mass is $m=0.916\,m_0$, with $m_0$ the free-electron mass; "heavy" refers to this mass.

An electron confined within a length $l$ has kinetic energy of order $\hbar^2/2ml^2$ and potential energy of order $eFl$. Equating the two gives

$$l=\left(\frac{\hbar^2}{2meF}\right)^{1/3}=1.61\ \text{nm},\qquad E_0=eFl=16.1\ \text{meV}.$$

A charge oscillating with amplitude $l$ at frequency $\omega$ in a medium of refractive index $n$ radiates a power of order $ne^2\omega^4l^2/4\pi\varepsilon_0c^3$. Dividing by the photon energy $\hbar\omega$ gives a rate

$$A\sim \alpha n\,\omega\left(\frac{\omega l}{c}\right)^2,\qquad \alpha=\frac{e^2}{4\pi\varepsilon_0\hbar c}.$$

With $\hbar\omega\sim E_0$, so that $\omega\approx2.44\times10^{13}$ rad/s, and $n=3.42$, one has $\omega l/c\approx1.31\times10^{-4}$ and $\alpha n\approx0.025$. The rate is then $1.05\times10^4\ \text{s}^{-1}$ and the lifetime about 95 µs.

The slowness comes from the square of $\omega l/c$: the dipole is tiny compared with the wavelength. The estimate fixes the scale, but factors of order one enter through $\omega^3$, so the levels and the dipole must now be found properly.

## Levels in the triangular well

Assume one electron in effective-mass theory, a uniform field, and an impenetrable wall at $z=0$. With $\xi=z/l$, the definition of $l$ gives $\hbar^2/2ml^2=eFl=E_0$, and the real normalized functions $u_i(\xi)$ obey

$$-u_i''+\xi u_i=a_iu_i,\qquad u_i(0)=0,\qquad E_i=a_iE_0.$$

The solution that decays into the silicon is $u_i\propto\mathrm{Ai}(\xi-a_i)$. The wall condition makes $-a_i$ a zero of the Airy function: $a_1=2.338$ and $a_2=4.088$. With $\Delta=a_2-a_1=1.750$,

$$E_1=37.6\ \text{meV},\quad E_2=65.7\ \text{meV},\quad \hbar\omega=\Delta E_0=28.1\ \text{meV}.$$

This corresponds to $\omega=4.275\times10^{13}$ rad/s and a vacuum wavelength of 44 µm.

The other four valleys have normal mass $0.19\,m_0$, and their lowest subband lies at 63.5 meV, slightly below $E_2$. It is no final state for direct photon emission. Those valleys sit at a different crystal momentum, and the photon's momentum is far too small to make up the difference.

## The dipole without Airy integrals

Integration by parts gives the matrix element in three steps. First, multiply the equation for $u_i$ by $2u_i'$ and integrate from $0$ to $\infty$. Since $2u_i'u_i''=(u_i'^2)'$ and $2u_iu_i'=(u_i^2)'$,

$$u_i'(0)^2+\int_0^\infty\xi\,(u_i^2)'\,d\xi=a_i\left[u_i^2\right]_0^\infty=0.$$

The remaining integral is $-\int u_i^2\,d\xi=-1$, so $u_i'(0)^2=1$. Choose signs such that both slopes are $+1$.

Next let $p=\int u_2u_1'\,d\xi$. Multiply the equation for $u_2$ by $u_1'$, integrate, and move both derivatives off $u_2$:

$$a_2p=\int(-u_2''+\xi u_2)u_1'\,d\xi=u_2'(0)u_1'(0)+\int u_2(-u_1'''+\xi u_1')\,d\xi.$$

The boundary term survives because the slopes at the wall do not vanish. Differentiating the equation for $u_1$ gives $-u_1'''+\xi u_1'=a_1u_1'-u_1$. The last term drops out by orthogonality, hence $a_2p=1+a_1p$ and

$$p=\frac1\Delta.$$

Finally let $x=\int u_2\xi u_1\,d\xi$. Using both equations,

$$\Delta\,x=\int\left(-u_2''\,\xi u_1+u_2\,\xi u_1''\right)d\xi.$$

In the first term the boundary contributions vanish, since $\xi u_1$ and $u_2$ are zero at the wall. The term becomes $-\int u_2(\xi u_1)''d\xi=-\int u_2(2u_1'+\xi u_1'')d\xi$. The parts with $u_1''$ cancel, leaving $\Delta x=-2p$. Therefore

$$|z_{21}|=l|x|=\frac{2l}{\Delta^2}=\frac{2(1.608\ \text{nm})}{(1.750)^2}=1.05\ \text{nm}.$$

Diagonalizing the well on a grid of 6000 points over 30 nm gives the same 28.141 meV and 1.0504 nm as the Airy formulas.

These results also show how the effective mass enters the coupling. The velocity matrix element has magnitude $\hbar p/ml=\hbar/ml\Delta$. On the other side, $\omega|z_{21}|=(\Delta E_0/\hbar)(2l/\Delta^2)=2E_0l/\hbar\Delta$, which is the same quantity because $E_0l^2=\hbar^2/2m$. Coupling through the velocity and coupling through the dipole thus agree, provided that the velocity contains $m$ and not $m_0$. The oscillator strength relative to the mass $m$ is

$$f=\frac{2m\omega z_{21}^2}{\hbar}=\frac{\Delta E_0\,(4l^2/\Delta^4)}{E_0l^2}=\frac4{\Delta^3}=0.747.$$

## Emission into uniform silicon

Let the photons live in lossless, nondispersive silicon of relative permittivity $\varepsilon=11.7$, so that $n=\sqrt\varepsilon=3.42$. This is where interface reflections are dropped. Take the final state as empty and the photon field as initially in its ground state.

Half the energy of a photon mode is electric. For a mode of frequency $\omega_k$ in a volume $V$, with field operator $i\mathcal E_k(a\,e^{i\mathbf k\cdot\mathbf r}-\text{h.c.})$ along its polarization, the ground state has mean electric energy $\tfrac12\varepsilon_0\varepsilon V\mathcal E_k^2$. This must equal half of $\hbar\omega_k/2$, so

$$\mathcal E_k^2=\frac{\hbar\omega_k}{2\varepsilon_0\varepsilon V}.$$

The motions along and across the layer separate, because a principal axis of the valley lies along $z$. In the dipole approximation an in-plane field therefore cannot change the subband, and the coupling is $eE_zz$. The approximation is good: the photon wavenumber in silicon, $4.9\times10^{-4}\ \text{nm}^{-1}$, times the mean depth of level 2, 4.4 nm, is 0.002. Each photon leaves the electron with a definite in-plane momentum, so the sum over final states is a sum over photon modes. The recoil changes the photon energy by about 0.07 meV for a thermal electron, which is neglected.

The two polarizations orthogonal to $\mathbf k$ have squared $z$ components that add up to $1-\cos^2\theta=\sin^2\theta$, where $\theta$ is the angle between $\mathbf k$ and $z$. The golden rule gives

$$A=\frac{2\pi}{\hbar^2}\sum_{\mathbf k}e^2z_{21}^2\,\mathcal E_k^2\sin^2\theta\;\delta(\omega_k-\omega).$$

Replace the sum by $V(2\pi)^{-3}\int k^2dk\,d\Omega$. Since $k=n\omega_k/c$, $k^2dk=n^3\omega_k^2d\omega_k/c^3$, and the angular integral of $\sin^2\theta$ is $8\pi/3$:

$$A=\frac{2\pi}{\hbar^2}\,e^2z_{21}^2\,\frac{\hbar\omega}{2\varepsilon_0\varepsilon}\,\frac{n^3\omega^2}{8\pi^3c^3}\,\frac{8\pi}3=\frac{n\,e^2\omega^3z_{21}^2}{3\pi\varepsilon_0\hbar c^3}.$$

The mode density contributes $n^3$ and the squared field $1/\varepsilon=1/n^2$, which leaves one factor $n$.

An explicit sum over the modes of a periodic box gives 1.0033 times this rate. There the delta function was replaced by a Gaussian of width one mode spacing, at a radius of 30 spacings. The summand grows as the cube of the radius $\kappa$, and the Gaussian average of $\kappa^3$ exceeds $30^3$ by the fraction $3/30^2=0.0033$, which is the excess found.

Now insert the well. From the levels and the dipole,

$$\omega^3z_{21}^2=\frac{\Delta^3E_0^3}{\hbar^3}\,\frac{4l^2}{\Delta^4}=\frac{4E_0^2}{\hbar^3\Delta}\,E_0l^2=\frac{2E_0^2}{\hbar m\Delta}.$$

With $e^2/3\pi\varepsilon_0\hbar c^3=4\alpha/3c^2$ this becomes

$$A=\frac{8\,\alpha n\,E_0^2}{3\,\hbar\,mc^2\,\Delta}.$$

For the numbers, the form $A=\tfrac43\alpha n\,\omega(\omega z_{21}/c)^2$ is convenient. Here $\omega z_{21}/c=1.50\times10^{-4}$ and $\tfrac43\alpha n=0.0333$, so

$$A=3.19\times10^4\ \text{s}^{-1},\qquad \tau=1/A=31\ \text{µs}.$$

The first estimate was too long by a factor of 3.05. Of this, $4/3$ is the radiation prefactor, and $4/\Delta=2.29$ comes from the true splitting and dipole.

Since $E_0^2\propto F^{4/3}m^{-2/3}$, the rate varies as $F^{4/3}m^{-5/3}$. A stronger field raises $\omega^3$ as $F^2$ but shrinks $z_{21}^2$ as $F^{-2/3}$. With all else fixed, $\tau$ stays between 10 and 100 µs for fields from about 0.04 to 0.24 MV/cm. At zero field the splitting and the rate both vanish, but the uniform-field model has lost its meaning before that.

## What the interface does to the photon

The electron sits a few nanometres from the oxide, while the wavelength in silicon is about 13 µm. Reflections therefore act at full strength. Consider first a lossless oxide, many micrometres thick, of permittivity $\varepsilon_2=3.9$, and write $\varepsilon_1=11.7$ for silicon. The value 3.9 is the static one; at 28 meV a real oxide has a somewhat higher permittivity, which would weaken the effect found below.

Label each photon mode by its incoming wave. A long wave packet consists of that wave alone before it reaches the interface, so the mode has the same normalization as in a uniform medium. Only the polarization with its magnetic field parallel to the interface has a $z$ component of the electric field. Let $r$ be its reflected magnetic amplitude, $t$ the transmitted one, and $k_1,k_2$ the normal wavenumbers in silicon and oxide. Continuity of the tangential magnetic and electric fields requires

$$1+r=t,\qquad \frac{k_1}{\varepsilon_1}(1-r)=\frac{k_2}{\varepsilon_2}t
\quad\Rightarrow\quad 1+r=\frac{2\varepsilon_2k_1}{\varepsilon_2k_1+\varepsilon_1k_2}.$$

The vertical field at the electron is the incoming one times $1+r$. Relative to uniform silicon, modes arriving through the silicon contribute

$$R_1=\frac34\int_0^{\pi/2}\sin^3\theta\,|1+r|^2\,d\theta=0.161.$$

The prefactor makes $R_1=\tfrac12$ when $r=0$, as it must for half of all directions.

For modes arriving through the oxide at angle $\phi$, with reflected amplitude $r'$, the mode density changes by $(\varepsilon_2/\varepsilon_1)^{3/2}$ and the squared field per photon by $\varepsilon_1/\varepsilon_2$. Continuity of the normal displacement brings a further $(\varepsilon_2/\varepsilon_1)^2$. Together,

$$R_2=\frac34\left(\frac{\varepsilon_2}{\varepsilon_1}\right)^{5/2}\int_0^{\pi/2}\sin^3\phi\,|1+r'|^2\,d\phi=0.022.$$

The total factor is 0.184, and the lifetime rises to 170 µs. This is no small correction: next to a thick oxide the answer is no longer tens of microseconds.

Both groups of modes lose strength. In uniform silicon each would supply half of the rate. Modes arriving through the oxide supply only 0.022, mainly because of the prefactor $(\varepsilon_2/\varepsilon_1)^{5/2}=0.064$: the oxide has fewer modes, and the vertical field drops on entering silicon. Modes arriving through silicon fall from 0.5 to 0.161, and the reason for this part can be read from $1+r$. Beyond the critical angle of 35° the wave in the oxide is evanescent and $k_2$ is imaginary. With $\varepsilon_1/\varepsilon_2=3$,

$$|1+r|^2=\frac{4\cos^2\theta}{\cos^2\theta+9(\sin^2\theta-\tfrac13)}=\frac{2\cos^2\theta}{3-4\cos^2\theta}.$$

This is below one for all angles beyond 45° and vanishes at 90°. A vertical dipole in uniform silicon sends 88% of its power into directions more than 45° from the vertical axis, and there the reflected wave weakens the vertical field, ever more strongly towards 90°.

A contrasting case is an ideal metal gate that is much wider than the wavelength and lies behind an oxide much thinner than the wavelength. The metal reflects with $r=1$ and sends in no modes of its own, so the factor is $\tfrac34\cdot4\cdot\tfrac23=2$. The vertical field is doubled, its square is quadrupled, and half the directions are lost. The lifetime becomes 16 µs. The oxide must be very thin for this, because with any finite oxide $r$ tends to $-1$ at grazing incidence: the factor is 1.96 for 10 nm of oxide, but 1.8 for 50 nm and 1.4 for 200 nm.

Real oxides and gates also absorb, and so do the holes of a doped substrate below the depletion layer. A dipole this close can pass energy to them through its near field without emitting a photon. That loss is not part of the radiative rate. For the oxide and the gate it can be far larger, and it is not sized here. For the holes of the transistor described below, about 160 nm away, a rough Drude estimate gives a loss two to three times the radiative rate for uniform silicon.

## What the other electrons do to the transition

The example takes an inversion density $N=10^{11}\ \text{cm}^{-2}$. When an electron oscillates between the subbands, the others respond and change the field acting on it. In the mean-field picture, let every electron be in level 1 and let a potential energy with matrix element $v\cos(\Omega t/\hbar)$ couple it to level 2. Here $\Omega$ is an energy, and $E_{21}=\hbar\omega$. The first-order amplitude of level 2 has two parts,

$$c_+=\frac{v/2}{\Omega-E_{21}},\qquad c_-=-\frac{v/2}{\Omega+E_{21}},$$

varying as $e^{-i\Omega t/\hbar}$ and $e^{+i\Omega t/\hbar}$. The density change is $N\psi_1\psi_2$ times $2(c_++c_-)\cos(\Omega t/\hbar)$, where

$$2(c_++c_-)=\frac{2E_{21}v}{\Omega^2-E_{21}^2}.$$

Poisson's equation says that a density $\psi_1\psi_2$ creates a potential energy $U$ with $U'=-(e^2/\varepsilon_0\varepsilon)Q$, where $Q(z)=\int_0^z\psi_1\psi_2\,dz'$. Orthogonality makes $Q$ vanish at both ends, so an integration by parts gives the matrix element

$$K=\int\psi_1\psi_2U\,dz=\frac{e^2}{\varepsilon_0\varepsilon}\int Q^2\,dz.$$

An oscillation that sustains itself has $v=NK\cdot2E_{21}v/(\Omega^2-E_{21}^2)$, hence

$$\Omega^2=E_{21}^2+2E_{21}NK.$$

With $K=0.406\ \text{eV nm}^2$ and $N=10^{-3}\ \text{nm}^{-2}$, $NK=0.41$ meV and $\Omega=28.5$ meV. This shifted energy belongs to the collective oscillation, not to one electron on its own, so it cannot simply be inserted into the one-electron rate. The radiation of the collective motion is a separate problem. For example, electrons that oscillate in step within a region much smaller than the wavelength radiate much faster, because their fields add. The energy shift is small because the layer is dilute; it grows with $N$. Placing every electron in level 1 is a simplification: at 300 K only about 28% of them are there, and the rest occupy higher subbands and the other valleys.

## Comparison with a transistor near threshold

The parameters are rough values for a bulk silicon transistor near threshold at 300 K. An acceptor density of $4\times10^{16}\ \text{cm}^{-3}$ gives the chosen field with a depletion width of 162 nm. The band bending is half the field times this width, 0.81 V, close to the usual threshold estimate $(2k_BT/e)\ln(N_A/n_i)=0.79$ V, where $N_A$ is the acceptor density and $n_i\approx10^{10}\ \text{cm}^{-3}$ the intrinsic carrier density. In equilibrium this bending gives an inversion density of only about $10^{10}\ \text{cm}^{-2}$. The $10^{11}\ \text{cm}^{-2}$ of the example needs about 0.06 V more, of which about 0.05 V falls across the depletion layer and would raise the depletion field by some 3%; this small change is ignored. In strong inversion, surface fields can approach 1 MV/cm. There the inversion charge shapes the well, and the uniform-field formula should not be extrapolated.

Three departures from the linear potential were put into the grid calculation:

- The depletion charge lowers the field with depth, and the lifetime becomes 32.6 µs.
- The image charge in a thick oxide repels the electron. It raises level 1 more than level 2, because level 1 lies closer to the wall, and reduces the splitting to 26.0 meV. The lifetime is 34.9 µs. A nearby metal gate would alter this potential.
- The field of the inversion charge is added to the 0.1 MV/cm of the depletion charge, which raises the surface field to 0.115 MV/cm. With every electron placed in the unperturbed ground state and no iteration, the lifetime is 30.7 µs. If the total surface field were held at 0.1 MV/cm, the lifetime would rise instead, to about 38 µs, more than 20% above the simple result. At 300 K the real charge reaches deeper. Added to the same depletion field, it then acts more fully on both levels and shortens the lifetime somewhat more.

All three together give 35.9 µs, 15% above the simple result. The lower photon energy is partly offset by a longer dipole.

Leakage of the wave function into the oxide matters much less. For a barrier of 3.1 eV and an oxide mass of $0.5\,m_0$, it acts like moving the wall back by 0.086 nm. In a linear potential this lowers both levels by nearly the same amount, 0.85 meV, and the splitting changes by only a few µeV. With one common wall offset the change is about 1 µeV; level 2 also sees a barrier 28 meV lower, which lengthens its offset by about 0.5% and lowers it by a further 4 µeV.

Two thermal effects act directly on the photon emission. Thermal photons at 300 K multiply downward emission by 1.51, which would shorten 31 µs to 21 µs; the spontaneous lifetime excludes this. At the same temperature, occupied final states block at most about 2.4% of the transitions; on cooling, this share grows.

Phonons empty the level far faster than photon emission does. Treat acoustic vibrations as a slowly varying potential $\Xi$ times the local dilation, with $\Xi=9$ eV as a rough value. Equipartition gives each mode a mean-square dilation $k_BT/\rho v_s^2V$, with $\rho$ the density and $v_s$ the sound speed. The in-plane density of final states per spin is $m_d/2\pi\hbar^2$, with $m_d=0.19\,m_0$. Summing over the normal wavenumber turns the squared matrix elements into $\int\psi_1^2\psi_2^2dz=0.098\ \text{nm}^{-1}$. The golden rule then gives

$$\Gamma=\frac{m_d\,\Xi^2k_BT}{\hbar^3\rho v_s^2}\int\psi_1^2\psi_2^2\,dz\approx7\times10^{11}\ \text{s}^{-1},$$

or 1.5 ps. Treating the scattering as elastic is reasonable. The in-plane wavenumber alone would give a phonon energy of 2 meV, the value listed in the output, but the confined electron also couples to normal wavenumbers of order $1\ \text{nm}^{-1}$, which raise it to roughly 6 meV. This is still well below $k_BT=26$ meV. Other phonon processes would add to this rate. If only this process competes with the radiative rate for uniform silicon, roughly one decay in $2\times10^7$ yields a spontaneous photon; with the thermal factor 1.51 included, one in $1.4\times10^7$ yields a photon.

The figure of 31 µs is therefore a radiative lifetime for uniform silicon. For a fixed depletion field and a thick oxide, the corrections to the well considered here move it by less than 20%. The photon environment matters more: the lifetime is 16 µs at a wide ideal metal gate and 170 µs at a thick oxide, and these are two examples, not bounds. The second limit needs an oxide many micrometres thick. The first needs a gate that reflects like an ideal metal and is much wider than the 13 µm wavelength in silicon. Most transistor gates are far narrower, so neither limit can be taken as their radiative lifetime. The numerical output below lists the values behind these comparisons.

## Calculated quantities

```
field 0.1 MV/cm, normal mass 0.916 m0
permittivity Si 11.7, oxide 3.9; index 3.4205
Airy zeros 2.33811, 4.08795; gap 1.74984
length l = 1.6082 nm, E0 = 16.082 meV
E1 = 37.60 meV, E2 = 65.74 meV
splitting E21 = 28.141 meV
angular frequency = 4.2754e+13 rad/s
vacuum wavelength = 44.06 um
dipole length z21 = 1.0504 nm
oscillator strength = 0.7466
rate A = 3.1932e+04 1/s, lifetime = 31.32 us
finite differences: E21 = 28.141 meV, z21 = 1.0504 nm
box-mode sum / formula = 1.0033
rate exponents: field 1.3333, mass -1.6667
lowest level of other ladder (mass 0.19 m0) = 63.52 meV
-- photon environment
mean depth of level 2 = 4.38 nm
photon wavenumber in Si = 4.878e-04 1/nm
thick oxide: rate factor 0.1838, lifetime 170.39 us
  from Si side 0.1614, from oxide side 0.0224
ideal metal gate: rate factor 2.0000, lifetime 15.66 us
thermal photon factor at 300 K = 1.508
-- electron sheet and well
acceptors 4.0e+16 cm^-3, sheet 1.0e+11 cm^-2
depletion width = 161.6 nm
band bending = 0.808 V, threshold = 0.786 V
Coulomb integral K = 0.4062 eV nm^2, N K = 0.406 meV
depolarized transition energy = 28.544 meV
depletion curvature: E21 27.66 meV, z21 1.057 nm, lifetime 32.6 us
oxide image potential: E21 26.04 meV, z21 1.117 nm, lifetime 34.9 us
inversion-charge field: E21 28.64 meV, z21 1.034 nm, lifetime 30.7 us
all three: E21 25.90 meV, z21 1.111 nm, lifetime 35.9 us
oxide barrier 3.1 eV, oxide mass 0.5 m0
wall offset = 0.0856 nm, level shift = -0.854 meV
penetration change of splitting = 1.40 ueV
filling at bottom of subband 1 = 0.0241
photon recoil (Doppler) energy = 0.0702 meV
-- acoustic phonons (rough)
deformation potential 9.0 eV, density 2330 kg/m^3, sound 9000 m/s
overlap integral = 0.0981 1/nm
typical phonon energy = 2.22 meV, kT = 25.85 meV
phonon rate = 6.61e+11 1/s, lifetime = 1.51 ps
radiative / phonon rate = 4.8e-08
```
